# Leading Barrett Minimum Yield of Silicon along ⟨110⟩

## Problem

Helium ions of energy 2 MeV enter a clean silicon crystal along a \(\langle110\rangle\) direction. The minimum yield \(\chi_{\min}\) is the close-encounter yield just below the surface peak, divided by the yield from the same depth for a random direction of incidence. Its leading Barrett estimate is

\[
\chi_{\min}=18.8\,N d\,u^2 ,
\]

where \(N\) is the number of atoms per unit volume, \(d\) is the spacing of atoms along a row, and \(u\) is the rms thermal displacement along **one** transverse direction. Take \(d=3.84\) Å, \(u=0.078\) Å and the cubic lattice parameter \(a=5.431\) Å.

1. Find \(N\) and the transverse area belonging to one row, and confirm the value of \(d\).
2. Explain the combination \(Nd\,u^2\) with a continuum model of the rows.
3. Evaluate \(\chi_{\min}\) in percent.
4. Judge how far the result can be trusted.

## Solution

### 1. Density and rows

The cubic cell of the diamond structure contains eight atoms, so

\[
N=\frac{8}{a^3}=\frac{8}{(5.431\ \text{Å})^3}=0.04994\ \text{Å}^{-3}.
\]

The shortest lattice translation along \([110]\) is \((a/2)(1,1,0)\). Its length is

\[
d=\frac a2\sqrt{1^2+1^2}=\frac{a}{\sqrt2}=3.84\ \text{Å},
\]

in agreement with the given value. This translation carries each atom of the crystal into another atom of the same kind of site, so every atom belongs to a row with this spacing. No further atom lies between them: the heights of the two sublattices along \([001]\) differ by odd multiples of \(a/4\), whereas the height is constant along a row.

Let \(A\) be the transverse area per row. A length \(d\) of one row contains one atom and occupies the volume \(Ad\). The volume per atom is also \(1/N\), hence

\[
A=\frac{1}{Nd}=5.214\ \text{Å}^2 .
\]

It is convenient to replace this area by a circle of radius \(r_0\):

\[
\pi r_0^2=\frac1{Nd},\qquad r_0=1.288\ \text{Å}.
\]

### 2. Why the yield contains \(Nd\,u^2\)

In the continuum model, the atoms of a row are smeared into a string with a repulsive potential energy \(U(r)\), which decreases with the distance \(r\) from the row. An ion of mass \(M\) moving at a small angle \(\phi\) to the row has transverse momentum \(p_\perp=p\phi\). Since \(E=p^2/2M\), its transverse energy is

\[
E_\perp=\frac{p_\perp^2}{2M}+U(r)=E\phi^2+U(r).
\]

The smeared potential does not depend on the coordinate along the row, so \(E_\perp\) is conserved in this model.

An ion that enters parallel to the row at distance \(s\) has \(\phi=0\) and therefore \(E_\perp=U(s)\). It can reach only those places where \(U(r)\le U(s)\), which means \(r\ge s\). Assume that the ions spread over all transverse states of this energy. The probability density in the transverse plane is then proportional to

\[
\int d^2p_\perp\,\delta\!\left(E_\perp-\frac{p_\perp^2}{2M}-U(r)\right)
=2\pi M\int_0^\infty d\varepsilon\,\delta(E_\perp-U(r)-\varepsilon)=2\pi M ,
\]

where \(\varepsilon=p_\perp^2/2M\), so that \(d^2p_\perp=2\pi p_\perp dp_\perp=2\pi M\,d\varepsilon\). The result is independent of \(r\): the ion is spread evenly over its accessible area \(\pi(r_0^2-s^2)\). Relative to an even spread over the full area \(\pi r_0^2\), its density is \(r_0^2/(r_0^2-s^2)\).

The beam enters uniformly, so the fraction of ions with entrance distance between \(s\) and \(s+ds\) is \(2s\,ds/r_0^2\). The point \(r\) is reached by the ions with \(s<r\). The relative flux there is

\[
f(r)=\int_0^r\frac{2s\,ds}{r_0^2}\,\frac{r_0^2}{r_0^2-s^2}
=\int_0^{r^2}\frac{dw}{r_0^2-w}
=-\ln\!\left(1-\frac{r^2}{r_0^2}\right),
\]

with \(w=s^2\). For \(r\ll r_0\) this becomes \(f(r)\simeq r^2/r_0^2\). The flux vanishes on the axis of the row, and it is thermal motion that carries the nuclei into the flux.

Let the two transverse displacements of a nucleus be independent Gaussian variables, each of variance \(u^2\). The distance from the axis then has the distribution

\[
P(r)\,dr=\frac{r}{u^2}\,e^{-r^2/2u^2}\,dr .
\]

With \(t=r^2/2u^2\), so that \(dt=r\,dr/u^2\),

\[
\langle r^2\rangle=\int_0^\infty 2u^2t\,e^{-t}dt=2u^2,
\qquad
\langle r^4\rangle=\int_0^\infty 4u^4t^2e^{-t}dt=8u^4 .
\]

The continuum estimate of the yield is therefore

\[
\chi_{\rm cont}=\frac{\langle r^2\rangle}{r_0^2}
=2u^2\,\pi Nd=2\pi\,Nd\,u^2 .
\]

The next term of the logarithm contributes \(\langle r^4\rangle/2r_0^4=4u^4/r_0^4\). Relative to the leading term this is \(2u^2/r_0^2=0.007\), which is negligible here.

The model thus explains the combination \(Nd\,u^2\): it compares the area swept by the vibrating nuclei with the area per row. Its coefficient, \(2\pi=6.28\), is about one third of Barrett's. The value 18.8 summarises simulated ion trajectories and does not follow from this derivation. Such trajectories include scattering by separate, displaced atoms, which the smooth string omits, and they do not assume that the ions spread evenly over their accessible area.

### 3. Evaluation

The square of the vibration amplitude is

\[
u^2=(0.078\ \text{Å})^2=0.006084\ \text{Å}^2 .
\]

The dimensionless product is

\[
Nd\,u^2=(0.04994\ \text{Å}^{-3})(3.84\ \text{Å})(0.006084\ \text{Å}^2)=0.001167 ,
\]

and the leading Barrett yield is

\[
\boxed{\chi_{\min}=18.8\times0.001167=0.0219\approx2.2\ \text{percent}.}
\]

The continuum coefficient would give 0.73 percent. Inserting the two-dimensional mean square displacement \(2u^2\) in place of \(u^2\) would double the Barrett result to 4.4 percent, so the definition of \(u\) matters.

### 4. How far the result can be trusted

**The energy-dependent factor.** The fuller Barrett expression is

\[
\chi_{\min}=18.8\,Nd\,u^2\sqrt{1+\zeta^{-2}},\qquad
\zeta=\frac{126\,u}{\psi_{1/2}\,d},
\]

with \(\psi_{1/2}\), the half-width of the channelling dip, in degrees. It can be estimated from

\[
\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{4\pi\varepsilon_0Ed}},\qquad
\psi_{1/2}=0.80\,\psi_1\left[\sum_{i=1}^{3}\alpha_iK_0\!\left(\frac{1.2\,\beta_iu}{a_s}\right)\right]^{1/2}.
\]

Here \(Z_1=2\), \(Z_2=14\), \(K_0\) is a modified Bessel function, and \(a_s=0.194\) Å is the screening length. The Molière constants are \(\alpha_i=(0.1,0.55,0.35)\) and \(\beta_i=(6,1.2,0.3)\). The factors 0.80 and 1.2 are, like 18.8, fitted to simulations. The results are \(\psi_1=0.587^\circ\) and \(\psi_{1/2}=0.508^\circ\), so

\[
\zeta=\frac{126\times0.078}{0.508\times3.84}=5.04,\qquad
\sqrt{1+\zeta^{-2}}=1.02 .
\]

The yield rises from 2.19 to 2.24 percent, and the leading form is adequate at 2 MeV. Because \(\psi_{1/2}\propto E^{-1/2}\) at fixed \(u\), \(d\) and \(a_s\), \(\zeta\) grows as \(\sqrt E\) and the factor tends to one at high energy. At 0.5 MeV, \(\zeta\) is halved to 2.52, the factor is 1.08, and the estimate becomes 2.4 percent.

**A trajectory simulation.** The coefficient can be examined without using Barrett's formula. Ions are followed through a periodic arrangement of \(\langle110\rangle\) rows. In each atomic layer, the nearest copy of each row's atom receives an independent Gaussian displacement, while farther copies, where included, stay at their lattice sites. An atom passed at distance \(\rho\) deflects the ion by the transverse impulse divided by the momentum. For the Molière potential this small angle is

\[
\theta(\rho)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0E\,\rho}\sum_i\alpha_i\,x_iK_1(x_i),\qquad x_i=\frac{\beta_i\rho}{a_s}.
\]

The yield is the thermal nuclear density at the ion's position, normalised to a uniform flux and averaged over depth: 0 to 60 nm for the two tests at large tilt that follow, and otherwise 50–150 nm. Ions spread evenly over directions tilted by 6 to 10 degrees give \(0.993\pm0.008\), as a random yield should. A single tilted direction need not do so: one at 8 degrees gave \(1.17\pm0.01\). It lies 0.095 degree from a \(\{335\}\) plane, where the transverse energy of 5.5 eV is comparable with the estimated planar barrier of 7 eV. Steering by this plane may therefore contribute, but the cause of the excess was not isolated here.

For the aligned beam the simulation gives \(1.93\pm0.20\) percent, or a coefficient of \(16.6\pm1.7\). This is well above 6.28 and lies about 1.3 standard errors below 18.8. Within this run the two cannot be told apart, but the run is a coarse test: at two standard errors it still allows a coefficient about 30 percent below Barrett's. Keeping only the nearest copy of each row in an atomic layer gives \(2.19\pm0.24\) percent. The shift of \(-0.25\) percentage points on adding farther copies is smaller than the combined statistical error of 0.31. These values are limited by sampling. With entrance points concentrated near the rows and a fuller sum over farther copies, the same model gives \(1.86\pm0.05\) percent, a coefficient of \(16.0\pm0.4\), about 15 percent below 18.8 for this depth window.

The quadratic dependence on \(u\) is less well supported. With nearest copies only, doubling \(u\) raises the simulated yield from 2.19 to \(6.21\pm0.48\) percent. This is a factor of 2.8, where the leading formula predicts 4, and it corresponds to an exponent of \(1.5\pm0.2\). This pair of short runs is noisy: with better sampling and the farther copies included, the yield rises from 1.86 to 6.46 percent and the exponent moves to \(1.80\pm0.05\), only slightly below quadratic. The formula should nevertheless not be extrapolated to much larger amplitudes without a new simulation.

**Amplitude and temperature.** For a small change of amplitude, \(\delta\chi/\chi=2\,\delta u/u\). Raising \(u\) by 0.005 Å to 0.083 Å changes the leading result to 2.48 percent, so a second decimal place has no physical weight.

The effect of heating can be sized with a Debye model. A mode of frequency \(\omega\) has mean square displacement \((\hbar/2m\omega)\coth(\hbar\omega/2k_BT)\), where \(m\) is the mass of a silicon atom. Averaging with the Debye weight \(3\omega^2/\omega_D^3\), and writing \(y=\omega/\omega_D\) and \(k_B\Theta=\hbar\omega_D\), gives

\[
u^2=\frac{3\hbar^2}{2mk_B\Theta}\int_0^1y\coth\!\left(\frac{\Theta y}{2T}\right)dy .
\]

Matching \(u=0.078\) Å at 300 K requires \(\Theta=526\) K. At 600 K the amplitude is then 0.107 Å and the leading yield is 4.1 percent. This may be an overestimate, since the simulated coefficient tends to lie below 18.8 and the rise with \(u\) may be slower than quadratic.

**Alignment and dechannelling.** With nearest copies only, a tilt of 0.3 degree in one chosen azimuth raises the simulated yield from \(2.19\pm0.24\) to \(3.59\pm0.43\) percent. Good alignment is therefore a condition for using the formula.

Dechannelling is the gradual gain of transverse energy that returns ions to close encounters. The simulated yields at 50–100 nm and at 100–150 nm are both 1.93 percent, so no increase with depth is resolved in this range. The aligned yields quoted above do not cover the first 50 nm, which include the depth just below the surface peak. There the flux has not yet settled: the same model gives about 0.5 percent at 5–20 nm and 1.7 percent at 20–50 nm. The comparison with Barrett's value therefore applies to the average over 50–150 nm, not to every shallow depth. The simulation omits scattering by electrons, which can be bounded. An electron initially at rest that receives momentum \(q\) takes the energy \(q^2/2m_e\), while the mean transverse energy gained by the ion from uncorrelated kicks is at most \(q^2/2M\), smaller by \(m_e/M\). With a rough stopping power of 250 eV/nm, the gain over 100 nm is at most about 3.4 eV. The critical transverse energy \(E\psi_{1/2}^2\), with the angle in radians, is 157 eV, so this effect is small at such depths.

**A real wafer.** The chosen values are typical of helium backscattering from silicon near room temperature, where good crystals show minimum yields of roughly a few percent. An implanted and annealed wafer may break the assumption of a perfect lattice. If a fraction \(f\) of the atoms is displaced at random, the channelled part of the beam, \(1-\chi_{\min}\), meets them as it would in a random solid:

\[
\chi=\chi_{\min}+(1-\chi_{\min})f .
\]

For \(f=0.01\) the yield rises from 2.2 to 3.2 percent, before any extra dechannelling by the defects is counted. A surface oxide and correlated vibrations are also left out. The value of 2.2 percent is thus an estimate for a clean, well-aligned crystal. The simulation gives about 1.9 percent averaged over 50–150 nm and considerably less within the first 20 nm, so the depth window must be stated when a yield is compared with the formula. A higher measured yield does not by itself identify residual damage.

## Table of computed values

```
Lattice parameter a: 5.431 angstrom
Row spacing from explicit crystal: 3.84 angstrom
Row spacing d used: 3.84 angstrom
Vibration amplitude u: 0.078 angstrom
Atomic density N: 0.04994 angstrom^-3
Area per row: 5.214 angstrom^2
Radius r0 of area per row: 1.288 angstrom
u squared: 0.006084 angstrom^2
N d u^2: 0.001167 (dimensionless)
Barrett coefficient: 18.8
Leading minimum yield: 0.02193 (fraction)
Leading minimum yield: 2.19 percent
Continuum coefficient 2 pi: 6.28
Continuum yield, formula: 0.733 percent
Continuum yield, quadrature: 0.739 percent
Helium energy: 2 MeV
Screening length: 0.194 angstrom
Characteristic angle psi_1: 0.587 degree
Half-angle psi_half: 0.508 degree
zeta: 5.04
Full Barrett factor: 1.02
Full Barrett yield: 2.24 percent
Simulated random yield, ring average: 0.993 (fraction)
Its statistical error: 0.0084 (fraction)
Yield at one fixed 8 degree tilt: 1.17 (fraction)
Its statistical error: 0.011 (fraction)
Its angle to a {335} plane: 0.095 degree
Transverse energy to that plane: 5.5 eV
Planar barrier, first harmonic: 7 eV
Simulated aligned yield, 50-150 nm: 1.93 percent
Its statistical error: 0.2 percent
Simulated coefficient, yield/(N d u^2): 16.6
Yield with nearest images only: 2.19 percent
Its statistical error: 0.24 percent
Shift from farther images: -0.25 percentage points
Simulated yield, 50-100 nm: 1.93 percent
Simulated yield, 100-150 nm: 1.93 percent
Simulated yield with doubled u: 6.21 percent
Its statistical error: 0.48 percent
Fitted exponent of u: 1.51
Misalignment tested: 0.3 degree
Simulated misaligned yield: 3.59 percent
Its statistical error: 0.43 percent
Debye temperature matched to u at 300 K: 526 K
Vibration amplitude at 600 K: 0.107 angstrom
Leading yield at 600 K: 4.14 percent
Leading yield for u = 0.083 angstrom: 2.48 percent
Rough electronic stopping power: 250 eV/nm
Electronic transverse energy gain, 100 nm: 3.4 eV
Critical transverse energy: 157 eV
```
